# Why truncating the Hartree term alone spoils a supercell energy

## The argument under review

The manuscript treats a neutral molecule in a periodic cubic cell and wants the energy of the isolated molecule. Its reasoning can be put as follows.

"The unwanted interaction between cells is an interaction between electron clouds, and it sits in the Hartree energy. We therefore evaluate the Hartree energy with a truncated Coulomb kernel. The ions are fixed point charges, for which the Ewald sum is the established treatment, so the electron-ion and ion-ion terms stay as they were. Any remaining error is a constant and drops out of energy differences."

There are three claims here: that the Hartree term can be repaired by itself, that the remaining error is a constant, and that this constant drops out of differences. Each can be checked by writing down what the change of kernel does to the three electrostatic terms.

## The two kernels and their difference

I use Hartree atomic units. Let $n$ be the electron number density, with $N$ electrons, and $\rho_I$ the ionic charge density, with total charge $N$. The notation is

$$\langle f|K|g\rangle=\iint f(\mathbf r)\,K(\mathbf r-\mathbf r')\,g(\mathbf r')\,d^3r\,d^3r' .$$

The electrostatic energy is then

$$E=\tfrac12\langle n|K|n\rangle-\langle n|K|\rho_I\rangle+\tfrac12\langle\rho_I|K|\rho_I\rangle ,$$

where the infinite self-energy of each point ion is left out.

The periodic kernel without its $\mathbf G=0$ term, for a cubic cell of edge $L$, is

$$K_p(\mathbf r)=\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.$$

The truncated kernel $K_t$ is $1/r$ for $r<R_c$ and zero beyond. Its Fourier transform is

$$v_t(G)=\int_0^{R_c}4\pi r^2\,\frac{\sin Gr}{Gr}\,\frac1r\,dr=\frac{4\pi}{G^2}\left(1-\cos GR_c\right),\qquad v_t(0)=2\pi R_c^2 .$$

Two charges a distance $s$ apart interact correctly if $s<R_c$. The nearest image of the second charge is at least $L-s$ away, and it is silent if $L-s>R_c$. With $R_c=L/2$ both conditions become $s<L/2$. I assume that this holds for all pairs of charges, so that $K_t$ acts as $1/r$.

Everything now depends on $D=K_p-K_t$. The sum of $e^{i\mathbf G\cdot\mathbf r}/L^3$ over all $\mathbf G$ is a lattice of delta functions. Leaving out $\mathbf G=0$ subtracts $1/L^3$, hence

$$\nabla^2K_p=-4\pi\sum_{\mathbf T}\delta(\mathbf r-\mathbf T)+\frac{4\pi}{L^3},$$

with $\mathbf T$ the lattice vectors. Subtracting $1/r$ removes the delta function at the origin. Near the origin $D$ is therefore smooth and obeys $\nabla^2D=4\pi/L^3$. Inversion symmetry forbids odd powers, and cubic symmetry makes the quadratic term isotropic, $cr^2$. Since $\nabla^2(cr^2)=6c$, we have $c=2\pi/(3L^3)$. Finally, $D$ is $1/L$ times a function of $\mathbf r/L$, so the quartic term carries $L^{-5}$:

$$D(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).$$

An Ewald sum gives $\alpha=2.837297$. The constant term $-\alpha/L$ is the potential that a unit charge feels from its own images and the uniform background.

## First claim: the Hartree term can be repaired by itself

Let a switch $a$ be 1 if a term uses $K_p$ and 0 if it uses $K_t$. At fixed density, the error relative to the isolated molecule is

$$\Delta E=\tfrac12a_{ee}\langle n|D|n\rangle-a_{ei}\langle n|D|\rho_I\rangle+\tfrac12a_{ii}\langle\rho_I|D|\rho_I\rangle .$$

The last bracket includes each ion with itself, because in a periodic sum an ion does interact with its own images.

Insert the constant part of $D$. Every bracket becomes $-\alpha N^2/L$, since both densities integrate to $N$:

$$\Delta E\simeq-\frac{\alpha N^2}{2L}\left(a_{ee}-2a_{ei}+a_{ii}\right).$$

The parenthesis vanishes if $a_{ee}+a_{ii}=2a_{ei}$. The right side is 0 or 2, so the two switches on the left must both be 0 or both be 1, in agreement with $a_{ei}$. Of the eight combinations, two survive: all truncated and all periodic.

The manuscript's choice is $a_{ee}=0$, $a_{ei}=a_{ii}=1$. The parenthesis is $-1$ and the error is $+\alpha N^2/(2L)$. The physical reason is that each of the three terms contains a contribution from the images proportional to $N^2/L$. In the all-periodic energy these contributions cancel, because a neutral cell has no net charge for its images to act on. Truncating the Hartree term removes one member of the cancelling set and exposes the rest.

A model molecule of Gaussian charges with $N=4$ in a cell of $L=48$ bohr shows the pattern. The four electrons form one Gaussian of width 1.0 bohr at the origin, and ions of charge 1 and 3 and width 0.7 bohr sit at $z=-1.5$ and $+1.5$ bohr. The unit of error is $\alpha N^2/(2L)=2.8373\times16/96=0.4729$ hartree. In the order Hartree, electron-ion, ion-ion, with T for truncated and P for periodic, the computed errors in hartree are:

- TTT: 0.0000; PPP: −0.0002
- TPP: +0.4718; PPT: +0.4718
- TTP: −0.4719; PTT: −0.4720
- TPT: +0.9437; PTP: −0.9439

An implementation detail can alter the size of the error. Some care is needed with $v_t(0)$, which is finite. Dropping it from all three terms changes the energy by $-\tfrac12(2\pi R_c^2/L^3)(N-N)^2=0$, which is harmless. Dropping it from the Hartree term alone removes $\tfrac12N^2\,2\pi R_c^2/L^3=\pi N^2/(4L)$ for $R_c=L/2$, and the leading mixed error becomes

$$\frac{\alpha N^2}{2L}-\frac{\pi N^2}{4L}=\frac{N^2}{2L}\left(\alpha-\frac{\pi}{2}\right).$$

In the model molecule the error falls to 0.2100 hartree. It is smaller, but it has the same slow $1/L$ decay.

## Second claim: the remaining error is a constant

The quadratic part of $D$ decides this. For densities $f$ and $g$ with total charges $Q$, first moments $\mathbf d=\int\mathbf r f$ and second moments $M=\int r^2f$ (likewise for $g$), expanding $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$ gives

$$\langle f|\,|\mathbf r-\mathbf r'|^2|g\rangle=Q_gM_f+Q_fM_g-2\,\mathbf d_f\cdot\mathbf d_g .$$

For the manuscript's choice the quadratic contribution is

$$\frac{2\pi}{3L^3}\Big[-\left(NM_n+NM_I-2\mathbf d_n\cdot\mathbf d_I\right)+\tfrac12\left(2NM_I-2d_I^2\right)\Big]
=\frac{2\pi}{3L^3}\left[-NM_n+2\mathbf d_n\cdot\mathbf d_I-d_I^2\right].$$

The terms in $M_I$ cancel. With the origin at the centre of ionic charge, $\mathbf d_I=0$, and the full result is

$$\Delta E_{\rm TPP}=\frac{\alpha N^2}{2L}-\frac{2\pi N M_n}{3L^3}+O(L^{-5}).$$

The second term depends on the shape of the electron density, so the error is not a constant. The same can be seen in the potential. Differentiating $-\langle n|D|\rho_I\rangle$ with respect to $n(\mathbf r)$ gives the spurious potential energy of an electron,

$$\delta v(\mathbf r)=-\int D(\mathbf r-\mathbf r')\rho_I(\mathbf r')\,d^3r'\simeq\frac{\alpha N}{L}-\frac{2\pi}{3L^3}\left(Nr^2+M_I\right).$$

The electrons sit on an inverted parabola that pushes them outward. Near the molecule this is weak, of order $L^{-3}$ at fixed $r$, but it does change the density. Towards the cell boundary, where $r$ grows with $L$, the drop is of order $N/L$ and can be large.

Truncating the electron-ion term as well, and leaving only the ion-ion energy periodic, cures the density but not the energy. The error is then $\tfrac12\langle\rho_I|D|\rho_I\rangle$. It begins with $-\alpha N^2/(2L)$, and each pair of ions adds $Z_1Z_2\,2\pi R^2/(3L^3)$, where $R$ is their separation. The derivative with respect to $R$ is a spurious energy gradient,

$$\frac{4\pi Z_1Z_2R}{3L^3},$$

which is positive and so pulls the ions together.

## What a common kernel does and does not guarantee

If all three terms are periodic, the error is $\tfrac12\langle\rho|D|\rho\rangle$ with $\rho=\rho_I-n$. The total charge is zero, so the constant and the second moments drop out. What is left is

$$\Delta E_{\rm PPP}=\tfrac12\cdot\frac{2\pi}{3L^3}\left(-2d^2\right)+O(L^{-5})=-\frac{2\pi d^2}{3L^3}+O(L^{-5}),$$

where $d$ is now the dipole moment of the whole molecule. Consistency thus removes the $1/L$ error of a neutral system, but open boundaries also require that the common kernel be the truncated one. For a system of net charge $q$ the distinction is sharper: the constant in $D$ then contributes $-\alpha q^2/(2L)$ to the all-periodic energy, whereas the all-truncated energy has no such term. In that case $v_t(0)$ must be kept.

## A slab: the error grows with the vacuum

If the manuscript's recipe were carried over to a slab, adding vacuum would make matters worse. Let $L$ be the cell length along the surface normal $z$, $\sigma$ the number of electrons per area, and consider first the in-plane average of the charge. The open kernel is $K_t=-2\pi|z|$, with $|z|<L/2$ for all pairs. The periodic kernel obeys $K_p''=-4\pi\delta(z)+4\pi/L$ within one period, so for $|z|<L$

$$K_p=-2\pi|z|+\frac{2\pi z^2}{L}+c .$$

Its average vanishes because $G=0$ is left out. Averaging over $0<z<L$ gives $-\pi L+2\pi L/3+c=0$, so $c=\pi L/3$ and

$$D(z)=\frac{\pi L}{3}+\frac{2\pi z^2}{L}.$$

The constant enters as $-\sigma^2(\pi L/3)+\tfrac12\sigma^2(\pi L/3)$. The quadratic term is handled as for the molecule. With the ionic charge centred at $z=0$,

$$\frac{\Delta E_{\rm TPP}}{A}=-\frac{\pi\sigma^2L}{6}-\frac{2\pi\sigma}{L}\int n\,z^2\,dz ,$$

where $n$ is the in-plane averaged density. The first term grows linearly with $L$.

Its coefficient depends on the zero chosen for the open kernel. The average of $-2\pi|z|$ over the cell is $-\pi L/2$. Dropping the $G=0$ term of the Hartree kernel therefore lowers the constant in $D$ to $\pi L/3-\pi L/2=-\pi L/6$, and the first term becomes $+\pi\sigma^2L/12$. The sign changes and the linear growth remains.

For $\sigma=0.1$ electrons/bohr² in a Gaussian of width 1.5 bohr, $\int nz^2dz=0.1\times1.5^2=0.225$. At $L=30$ bohr,

$$-\frac{\pi(0.1)^2(30)}{6}-\frac{2\pi(0.1)(0.225)}{30}=-0.1571-0.0047=-0.1618\ \text{hartree/bohr}^2 .$$

The direct Fourier sum gives the same value. At 60 and 120 bohr the error is −0.3165 and −0.6295 hartree/bohr², while the correct energy of this model, with the ionic charge in two equal Gaussian sheets of width 0.5 bohr at $z=\pm1$ bohr, is 0.0011 hartree/bohr².

These values hold at fixed density. The spurious electron potential falls by $2\pi\sigma z^2/L$ away from the slab centre. At $z=L/4$ this is $\pi\sigma L/8$, or 1.18 hartree for $L=30$ bohr and 4.71 hartree for $L=120$ bohr. A self-consistent calculation with a flexible basis could let electrons spill into the vacuum, and the formula would then no longer describe its result.

Charge variations along the surface, with in-plane wave number $g\neq0$, do not share this problem. The periodic kernel solves $K''-g^2K=-4\pi\delta(z)$ and is symmetric about $z=L/2$; the open one decays:

$$K_p=\frac{2\pi}{g}\,\frac{\cosh[g(L/2-|z|)]}{\sinh(gL/2)},\qquad K_t=\frac{2\pi}{g}e^{-g|z|}.$$

Over the common denominator $2\sinh(gL/2)=e^{gL/2}-e^{-gL/2}$, the terms in $e^{gL/2}e^{-g|z|}$ cancel and $e^{-gL/2}(e^{g|z|}+e^{-g|z|})$ remains. Multiplying numerator and denominator by $e^{gL/2}$,

$$D_g(z)=\frac{4\pi}{g}\,\frac{\cosh gz}{e^{gL}-1}.$$

At fixed $z$ this is exponentially small once $gL\gg1$. The trouble lies in the in-plane average.

## Third claim: the error drops out of differences

The leading molecular error depends on $N$ and $L$ alone. It does cancel between two geometries of the same molecule in the same cell, and the $L^{-3}$ terms remain. It does not cancel when the electrons are divided differently among cells. For fragments with $N_1+N_2=N$, each computed in a cell of the same size, the binding energy $E_1+E_2-E_{12}$ changes by

$$\frac{\alpha}{2L}\left(N_1^2+N_2^2-N^2\right)=-\frac{\alpha N_1N_2}{L}.$$

Gas-phase NaCl shows what this means. The level is Hartree–Fock with the LANL2DZ effective core potential and basis, at a chosen distance of 4.5 bohr. Na contributes 1 valence electron and Cl 7, so $N=8$. Correlation is left out and the basis is small, but the subject is the change caused by the kernel. In the mixed calculation the Hartree and exchange terms are open, while the Coulomb tails of the ions and the ion-ion energy are periodic.

With open boundaries throughout, the energies of Na, Cl and NaCl are −0.1806, −14.6813 and −14.9686 hartree. The binding energy is 0.1067 hartree (2.90 eV). These values belong to this basis and are not converged. Uncontracting it and adding diffuse and d functions raises the binding energy to about 0.119 hartree (3.2 eV), lowers the dipole moment from 3.89 to 3.78 e bohr, changes $M_n$ from 37.08 to 37.00 bohr² and reduces the relaxation energy quoted below from $1.8\times10^{-4}$ to $1.2\times10^{-4}$ hartree. At 30 bohr the binding energy in the table below moves up by about 0.011 hartree, while the change in binding caused by the kernel moves by less than 0.001 hartree.

For the mixed calculation at $L=30$ bohr, the second moment of the electron density about the ionic charge centre is $M_n=37.08$ bohr², and the formula gives

$$\Delta E=\frac{2.8373\times64}{60}-\frac{2\pi\times8\times37.08}{3\times27000}=3.02645-0.02301\approx3.0034\ \text{hartree}.$$

The fixed-density calculation also gives 3.0034 hartree. Letting the density respond to the spurious potential within this compact, atom-centred basis lowers the energy by a further $1.8\times10^{-4}$ hartree. The self-consistent results in this basis are:

| $L$ (bohr) | Error in total energy (hartree) | Binding energy (hartree) |
|---|---|---|
| 30 | +3.0032 | −0.5475 |
| 45 | +2.0108 | −0.3324 |
| 60 | +1.5103 | −0.2234 |

In this basis the molecule appears unbound in all three cells. At 30 bohr the leading change in binding is $-2.8373\times1\times7/30=-0.6620$ hartree. The computed change is $-0.5475-0.1067=-0.6542$ hartree, and the difference comes from the higher terms in $1/L$ and the relaxation. The wrong binding energy at 30 bohr corresponds to −14.9 eV.

The compact basis matters here, because it keeps the electrons on the molecule. At the cell corner $K_p=-0.802/L$, so the periodic ions give an electron the potential energy $0.802N/L$, while the Hartree kernel truncated at $L/2$ gives no repulsion from the electrons left on the molecule. On the molecule the spurious shift is $2.837N/L$. Moving one electron to the corner therefore gains about $2.035N/L$, which for NaCl is 0.54, 0.36 and 0.27 hartree at 30, 45 and 60 bohr. Removing an electron from NaCl costs about 0.30 hartree at this level of theory. In the two smaller cells a flexible basis, such as plane waves, could thus let an electron leave the molecule, and the table would no longer describe the result. At 60 bohr this estimate does not settle the question. The corner is not the most favourable place, because the Hartree repulsion is already absent just beyond $L/2$, where the ions attract more strongly; on the other hand, confining the electron costs some kinetic energy.

More vacuum is no practical remedy. Bringing the leading error $\alpha N^2/(2L)$ down to 0.001 hartree would take $L\approx9\times10^4$ bohr. By contrast, the all-periodic calculation that the manuscript set out to improve has a leading dipole error of $-2\pi(3.887)^2/(3\times30^3)=-0.0012$ hartree at 30 bohr.

Leaving only the ion-ion term periodic is no better for the total energy: its error at 30 bohr is −3.0151 hartree. With the bond along a cube edge, the spurious gradient is 0.0052 hartree/bohr, against 0.0049 from the leading formula.

## What should be changed

The truncated kernel has to enter all three terms. In the electron-ion term, the long-range tail $-Z/r$ of each ionic potential must be built with $v_t(G)$; the short-range and nonlocal parts of a pseudopotential are unaffected. In the ion-ion term, the Ewald energy must be replaced by the kernel's own sum, which for a molecule is the plain sum of $Z_IZ_J/R_{IJ}$ over pairs. The $G=0$ values must be kept together or, for a neutral system, dropped together.

A useful check is to repeat the calculation at two values of $L$, both large enough for the truncation condition. For a neutral molecule, a total energy that shifts in proportion to $N^2/L$ points to a mismatch of kernels. The numerical check checks numerically the molecular error formulas for neutral systems, the slab error with $G=0$ kept, the spurious slab potential, $D_g$, the binding-energy shift and the spurious gradient. It does not test the charged-cell term $-\alpha q^2/(2L)$, the slab term $+\pi\sigma^2L/12$ or the estimate for an electron at the cell corner.

## Numbers as computed

```
alpha (cubic cell, dimensionless): 2.837297
Gaussian model: N = 4, L = 48 bohr, open energy 1.211708 hartree
Error by kernel choice (Hartree, el-ion, ion-ion), hartree:
  TTT: -0.000000
  TTP: -0.471923
  TPT: +0.943729
  TPP: +0.471805
  PTT: -0.471974
  PTP: -0.943897
  PPT: +0.471755
  PPP: -0.000168
  TPP with Hartree G=0 dropped: +0.210006
Slab: sigma = 0.1 electrons/bohr^2, electron width 1.5 bohr
  ion sheets at +-1.0 bohr, ion width 0.5 bohr
  open energy 0.00114464 hartree/bohr^2
  L 30 bohr: error -0.161792 hartree/bohr^2, potential at L/4 -1.1781 hartree
  L 60 bohr: error -0.316515 hartree/bohr^2, potential at L/4 -2.3562 hartree
  L 120 bohr: error -0.629497 hartree/bohr^2, potential at L/4 -4.7124 hartree
In-plane g = 0.3 1/bohr, L = 20 bohr, z = 3 bohr: D = 0.149167 bohr
NaCl: distance 4.5 bohr, valence electrons 8 (Na 1, Cl 7)
  open energy NaCl -14.968628 hartree
  open energy Na -0.180610, Cl -14.681314 hartree
  dipole 3.8873 e bohr, M 37.0761 bohr^2
  open binding 0.106705 hartree = 2.904 eV
Hartree alone truncated, NaCl:
  L 30 bohr: total -11.965398 hartree
    error fixed density +3.003410, formula +3.003443 hartree
    self-consistent error +3.003230, relaxation -1.79e-04 hartree
    binding -0.547547 hartree = -14.900 eV
    leading binding change -0.662036 hartree
  L 45 bohr: total -12.957830 hartree
    error fixed density +2.010812, formula +2.010817 hartree
    self-consistent error +2.010798, relaxation -1.43e-05 hartree
    binding -0.332388 hartree = -9.045 eV
    leading binding change -0.441357 hartree
  L 60 bohr: total -13.458283 hartree
    error fixed density +1.510348, formula +1.510349 hartree
    self-consistent error +1.510346, relaxation -2.49e-06 hartree
    binding -0.223362 hartree = -6.078 eV
    leading binding change -0.331018 hartree
Only ion-ion periodic, L 30 bohr: error -3.015086 hartree
  spurious gradient 0.005216, leading formula 0.004887 hartree/bohr
All periodic, L 30 bohr: leading dipole error -0.001172 hartree
L for a leading mixed error of 0.001 hartree: 90794 bohr
```
